**Zero-point volume expansion of aluminium in the Debye–Grüneisen model**

The program tests the estimate ΔV/V = 9γkθ/(8BΩ), where θ is the Debye temperature, γ the Grüneisen parameter, B the bulk modulus and Ω the volume per atom. The reference is the crystal with its nuclei at rest. The program asserts that a sum over wavevectors reproduces the Debye zero-point energy, and that direct energy minimization agrees with the expansion formula through second order. It also asserts that a static crystal inferred from observed inputs recovers the observed volume and modulus, and that the vibrational energy approaches 3kT at high temperature. For rough aluminium inputs the expansion is 1.13%, with a spread of 0.97% to 1.23% for the other input sets. Heating to 300 K adds a similar 1.19% in the same model. In a separate Morse crystal with explicitly summed phonons, the Debye estimate is 11% above the fully minimized result; the program asserts agreement within 25%.

## Numerical check

```python
"""Zero-point volume expansion of aluminium in the Debye-Grueneisen model.

Result under test: dV/V = 9 gamma k theta / (8 B Omega), about one percent.
theta: Debye temperature; gamma = -d ln(theta)/d ln(V); B: bulk modulus;
Omega: volume per atom; B_prime: pressure derivative of B.
The reference volume is that of the crystal with its nuclei at rest.
Material inputs are rough typical values. Internal units are SI.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

k_B, hbar, eV = const.k, const.hbar, const.e
GPa, A3 = 1e9, 1e-30

theta, gamma, B, omega_atom, B_prime = 430.0, 2.2, 79*GPa, 16.4*A3, 4.5
mass = 27.0*const.atomic_mass


def estimate(theta_, gamma_, B_, volume_):
    return 9*gamma_*k_B*theta_/(8*B_*volume_)


E_zp = 9*k_B*theta/8
P_zp = gamma*E_zp/omega_atom
strain = estimate(theta, gamma, B, omega_atom)

# Debye zero-point energy from an explicit sum over wavevectors in a sphere.
axis = np.arange(-40, 40) + 0.5
kx, ky, kz = np.meshgrid(axis, axis, axis, indexing="ij")
k_length = np.sqrt(kx**2 + ky**2 + kz**2)
k_length = k_length[k_length < 40]
k_debye = (3*k_length.size/(4*np.pi))**(1/3)
sphere_factor = 3*0.5*np.mean(k_length)/k_debye
assert abs(sphere_factor - E_zp/(k_B*theta)) < 2e-3


# Total energy of a Murnaghan static crystal plus Debye zero-point energy.
def total_energy(v, v_static, B_static, v_theta):
    """Energy in eV; v, v_static and v_theta are in units of omega_atom."""
    static = B_static*omega_atom*v/B_prime*(
        (v_static/v)**B_prime/(B_prime - 1) + 1)
    return (static + E_zp*(v_theta/v)**gamma)/eV


def equilibrium(v_static, B_static, v_theta):
    h = 1e-4

    def slope(v):
        return (total_energy(v + h, v_static, B_static, v_theta)
                - total_energy(v - h, v_static, B_static, v_theta))/(2*h)
    return brentq(slope, 0.97, 1.05, xtol=1e-13)


minimum_strain = equilibrium(1.0, B, 1.0) - 1
second_order = strain**2*((B_prime + 1)/2 - gamma - 1)
assert abs(minimum_strain - strain - second_order) < 5*strain**3

# Static crystal inferred from observed volume and modulus.
B_static_here = B - (gamma + 1)*P_zp
B_static_min = B_static_here + B_prime*P_zp
v_static = (B_static_here/B_static_min)**(1/B_prime)
corrected_strain = 1/v_static - 1
v_found = equilibrium(v_static, B_static_min, 1.0)
h = 1e-3
args = (v_static, B_static_min, 1.0)
curvature = (total_energy(1 + h, *args) - 2*total_energy(1.0, *args)
             + total_energy(1 - h, *args))/h**2
B_found = curvature*eV/omega_atom
assert abs(v_found - 1) < 1e-6
assert abs(B_found/B - 1) < 1e-4


# Debye vibrational energy per atom, zero-point part included.
def debye_energy(T):
    value = quad(lambda t: 0.5*t**3/np.tanh(t/(2*T)), 0, theta)[0]
    return 9*k_B*value/theta**3


E_thermal = debye_energy(300.0) - E_zp
thermal_strain = gamma*E_thermal/(B*omega_atom)
heat_capacity = (debye_energy(301.0) - debye_energy(299.0))/2
alpha_linear = gamma*heat_capacity/(3*B*omega_atom)
remainder = {T: (debye_energy(T) - 3*k_B*T)/E_zp
             for T in (900.0, 2000.0, 4000.0)}
assert 0 < remainder[4000.0] < remainder[2000.0] < 0.05
assert abs(remainder[4000.0]/remainder[2000.0] - 0.5) < 0.02

# Model fcc crystal: nearest-neighbour Morse bonds and its true phonons.
r0 = (np.sqrt(2)*omega_atom)**(1/3)
morse_a = 5.0/r0
spring = 3*B*r0/(2*np.sqrt(2))
depth = spring/(2*morse_a**2)
cells = np.array([[1, 0, 0], [0, 1, 0], [0, 0, 1],
                  [1, -1, 0], [1, 0, -1], [0, 1, -1]])
primitive = np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]])/np.sqrt(2)
bonds = cells @ primitive
along = np.einsum("bi,bj->bij", bonds, bonds)
across = np.eye(3) - along
mesh = (np.arange(14) + 0.5)/14
fractions = np.stack(np.meshgrid(mesh, mesh, mesh, indexing="ij"), -1)
zone_phases = 2*np.pi*fractions.reshape(-1, 3) @ cells.T


def static_energy(s):
    u = np.exp(-morse_a*r0*(s - 1))
    return 6*depth*(u*u - 2*u)


def frequencies(s, phases):
    """Angular frequencies at bond length s*r0."""
    u = np.exp(-morse_a*r0*(s - 1))
    first = 2*morse_a*depth*(u - u*u)
    second = 2*morse_a**2*depth*(2*u*u - u)
    tensor = second*along + first/(s*r0)*across
    dynamical = 2*np.einsum("kb,bij->kij", 1 - np.cos(phases), tensor)/mass
    return np.sqrt(np.linalg.eigvalsh(dynamical))


def lattice_zero_point(s):
    return 1.5*hbar*np.mean(frequencies(s, zone_phases))


# Bulk modulus of the static model from energies at changed volumes.
dv = 1e-3
B_model = (static_energy((1 + dv)**(1/3)) - 2*static_energy(1.0)
           + static_energy((1 - dv)**(1/3)))/(dv**2*omega_atom)
assert abs(B_model/B - 1) < 1e-3

ds = 1e-4
w_plus = frequencies(1 + ds, zone_phases)
w_minus = frequencies(1 - ds, zone_phases)
gamma_hot = -np.mean(np.log(w_plus/w_minus))/(6*ds)
gamma_zero = -np.log(np.mean(w_plus)/np.mean(w_minus))/(6*ds)
E_model = lattice_zero_point(1.0)


def model_slope(s):
    up = static_energy(s + ds) + lattice_zero_point(s + ds)
    down = static_energy(s - ds) + lattice_zero_point(s - ds)
    return (up - down)/(2*ds*eV)


model_strain = brentq(model_slope, 1.0, 1.02, xtol=1e-11)**3 - 1
model_first_order = gamma_zero*E_model/(B_model*omega_atom)
assert abs(model_first_order/model_strain - 1) < 0.05

# Debye temperature of the model from its long-wave sound speeds.
cosines, weights = np.polynomial.legendre.leggauss(24)
angles = 2*np.pi*np.arange(48)/48
cc, aa = np.meshgrid(cosines, angles, indexing="ij")
sines = np.sqrt(1 - cc**2)
directions = np.stack([sines*np.cos(aa), sines*np.sin(aa), cc],
                      -1).reshape(-1, 3)
direction_weights = np.repeat(weights, 48)/(2*48)
q_r = 0.01
speeds = frequencies(1.0, q_r*directions @ bonds.T)*r0/q_r
speed_debye = np.sum(direction_weights*np.mean(speeds**-3, axis=1))**(-1/3)
theta_model = hbar*speed_debye*(6*np.pi**2/omega_atom)**(1/3)/k_B
energy_ratio = E_model/(9*k_B*theta_model/8)
model_estimate = estimate(theta_model, gamma_hot, B_model, omega_atom)
assert 0.75 < energy_ratio < 1.0
assert abs(model_estimate/model_strain - 1) < 0.25

# Spread from plausible inputs, and size of the lattice-constant shift.
low = estimate(390.0, 2.1, 80*GPa, omega_atom)
high = estimate(430.0, 2.3, 76*GPa, omega_atom)
a_lattice = (4*omega_atom)**(1/3)*1e10
a_shift = a_lattice*(1 - v_static**(1/3))
assert 0.005 < low < strain < high < 0.015
assert abs(a_shift/(a_lattice*strain/3) - 1) < 0.05

print("ALUMINIUM, rough low-temperature inputs")
print(f"Debye temperature: {theta:.0f} K")
print(f"Grueneisen parameter: {gamma:.1f}")
print(f"bulk modulus: {B/GPa:.0f} GPa")
print(f"pressure derivative of bulk modulus: {B_prime:.1f}")
print(f"atomic volume: {omega_atom/A3:.1f} A^3")
print(f"k times Debye temperature: {k_B*theta/eV*1e3:.2f} meV")
print("ZERO-POINT ESTIMATE")
print(f"wavevector sum, E_zp/(k theta): {sphere_factor:.4f}")
print(f"zero-point energy per atom: {E_zp/eV*1e3:.1f} meV")
print(f"zero-point pressure: {P_zp/GPa:.3f} GPa")
print(f"B times atomic volume: {B*omega_atom/eV:.3f} eV")
print(f"volume expansion, first order: {100*strain:.3f} %")
print(f"linear expansion, first order: {100*strain/3:.3f} %")
print(f"low estimate (390 K, 2.1, 80 GPa): {100*low:.2f} %")
print(f"high estimate (430 K, 2.3, 76 GPa): {100*high:.2f} %")
print("SECOND-ORDER EFFECTS")
print(f"expansion by minimization, static inputs: {100*minimum_strain:.3f} %")
print(f"second-order term, static inputs: {100*second_order:.4f} %")
print(f"static modulus at observed volume: {B_static_here/GPa:.2f} GPa")
print(f"static modulus at static minimum: {B_static_min/GPa:.2f} GPa")
print(f"expansion from observed inputs: {100*corrected_strain:.3f} %")
print(f"lattice constant: {a_lattice:.3f} A")
print(f"zero-point shift of lattice constant: {a_shift:.4f} A")
print("TEMPERATURE OF USE")
print(f"thermal energy per atom at 300 K: {E_thermal/eV*1e3:.1f} meV")
print(f"thermal volume expansion, 0 to 300 K: {100*thermal_strain:.2f} %")
print(f"heat capacity per atom at 300 K: {heat_capacity/k_B:.3f} k")
print(f"linear expansion coefficient, 300 K: {alpha_linear*1e6:.1f} ppm/K")
for T, value in remainder.items():
    print(f"(E_vib - 3kT)/E_zp at {T:.0f} K: {value:.4f}")
print("MORSE MODEL CRYSTAL")
print(f"atomic mass: {mass/const.atomic_mass:.1f} u")
print(f"bond length: {r0*1e10:.3f} A")
print(f"Morse decay constant times bond length: {morse_a*r0:.1f}")
print(f"bond spring constant: {spring:.2f} N/m")
print(f"Debye temperature from sound speeds: {theta_model:.0f} K")
print(f"zero-point energy from phonons: {E_model/eV*1e3:.1f} meV")
print(f"phonon energy / Debye energy: {energy_ratio:.3f}")
print(f"Grueneisen parameter, equal weights: {gamma_hot:.3f}")
print(f"Grueneisen parameter, zero-point weights: {gamma_zero:.3f}")
print(f"expansion by full minimization: {100*model_strain:.3f} %")
print(f"expansion, first order with phonons: {100*model_first_order:.3f} %")
print(f"expansion, Debye estimate: {100*model_estimate:.3f} %")
print(f"Debye estimate / full result: {model_estimate/model_strain:.3f}")
print("all assertions hold")
```

It prints:

```
ALUMINIUM, rough low-temperature inputs
Debye temperature: 430 K
Grueneisen parameter: 2.2
bulk modulus: 79 GPa
pressure derivative of bulk modulus: 4.5
atomic volume: 16.4 A^3
k times Debye temperature: 37.05 meV
ZERO-POINT ESTIMATE
wavevector sum, E_zp/(k theta): 1.1250
zero-point energy per atom: 41.7 meV
zero-point pressure: 0.896 GPa
B times atomic volume: 8.086 eV
volume expansion, first order: 1.134 %
linear expansion, first order: 0.378 %
low estimate (390 K, 2.1, 80 GPa): 0.97 %
high estimate (430 K, 2.3, 76 GPa): 1.23 %
SECOND-ORDER EFFECTS
expansion by minimization, static inputs: 1.128 %
second-order term, static inputs: -0.0058 %
static modulus at observed volume: 76.13 GPa
static modulus at static minimum: 80.16 GPa
expansion from observed inputs: 1.153 %
lattice constant: 4.033 A
zero-point shift of lattice constant: 0.0154 A
TEMPERATURE OF USE
thermal energy per atom at 300 K: 43.6 meV
thermal volume expansion, 0 to 300 K: 1.19 %
heat capacity per atom at 300 K: 2.713 k
linear expansion coefficient, 300 K: 21.2 ppm/K
(E_vib - 3kT)/E_zp at 900 K: 0.0635
(E_vib - 3kT)/E_zp at 2000 K: 0.0287
(E_vib - 3kT)/E_zp at 4000 K: 0.0143
MORSE MODEL CRYSTAL
atomic mass: 27.0 u
bond length: 2.852 A
Morse decay constant times bond length: 5.0
bond spring constant: 23.90 N/m
Debye temperature from sound speeds: 523 K
zero-point energy from phonons: 44.0 meV
phonon energy / Debye energy: 0.867
Grueneisen parameter, equal weights: 2.068
Grueneisen parameter, zero-point weights: 2.122
expansion by full minimization: 1.172 %
expansion, first order with phonons: 1.153 %
expansion, Debye estimate: 1.297 %
Debye estimate / full result: 1.106
all assertions hold
```
